\section*{Why 2p, 3d and 4f are compact: the missing inner node}

\section{The question of size}

\textbf{Q:} In light atoms I am told that 2p is as compact as 2s, whereas 3p is clearly larger than 3s. The reason given is that 2p has no core shell to be orthogonal to. What does orthogonality have to do with size?

\textbf{A:} Let me fix what we compare. All orbitals move in one common, local, spherical mean field $V(r)$. I use atomic units, write the radial function as $u(r)=rR(r)$ with $\int_0^\infty u^2\,dr=1$, and take $\langle r\rangle=\int_0^\infty r\,u^2\,dr$ as the size. The radial equation is
\begin{equation}
u''=2\,[W_l(r)-E]\,u,\qquad W_l=V+\frac{l(l+1)}{2r^2}. \label{radial}
\end{equation}
Orbitals of different $l$ are orthogonal through their angular parts, so 2p owes nothing to 1s. Radial orthogonality is a condition within one $l$.

The lowest state $u_0$ of each $l$ has no node. Indeed $|u_0|$ has the same mean energy as $u_0$, so it is also a minimum and solves (\ref{radial}); at an interior zero its value and slope would both vanish, and it would then vanish everywhere. We may take $u_0>0$. A higher state of the same $l$ obeys $\int u_0u\,dr=0$, so it must change sign. Thus 3p has a node because 2p lies below it, while 2p has none.

\textbf{Q:} But 2s has one node and 2p none, while 3s has two and 3p one. The difference is one in both rows. Why should the rows behave differently?

\textbf{A:} Counting nodes cannot explain it. What matters is where the outermost node $a$ lies. Beyond $a$ the orbital satisfies (\ref{radial}), vanishes at $a$ and does not change sign again. It is therefore the ground state of the problem with a hard wall at $a$: any excited state behind that wall would be orthogonal to the nodeless ground state and would have to change sign. Its energy is that of the full orbital. Orthogonality thus acts on the outer lobe as a wall. The orbitals 2p, 3d and 4f, each the first of its symmetry, have no wall.

\section{Two influences on the outer lobe}

\textbf{Q:} The p electron also has a centrifugal barrier that the s electron lacks. Can you separate the two effects?

\textbf{A:} Yes. First put both electrons behind the same wall $a$. Let $u_1$ have the lower $l$ and $u_2$ the higher, with energies $E_1,E_2$, and write $\Delta W=W_{l_2}-W_{l_1}$, $\Delta E=E_2-E_1$. With $f=u_2/u_1$ we have $u_1^2f'=u_2'u_1-u_2u_1'$, and the terms $u_1'u_2'$ cancel on differentiating:
\begin{align}
(u_1^2f')'&=u_2''u_1-u_2u_1''\nonumber\\
&=2(\Delta W-\Delta E)\,u_1u_2. \label{barrier}
\end{align}
The quantity $u_1^2f'$ vanishes at the wall and at infinity, so the right side integrates to zero. Both functions are positive and $\Delta W\propto 1/r^2$ falls steadily, so the right side is first positive and then negative. Hence $u_1^2f'$ rises from zero and returns to zero, which makes $f'>0$.

Since $u_2^2=f^2u_1^2$ and both densities are normalized, $\int(f^2-1)u_1^2\,dr=0$. The rising function $f^2$ crosses 1 at some $r_*$, and
\begin{equation}
\langle r\rangle_2-\langle r\rangle_1=\int_a^\infty (r-r_*)(f^2-1)\,u_1^2\,dr>0, \label{mean}
\end{equation}
because the two brackets have the same sign everywhere. At equal walls, the higher barrier makes the larger lobe.

\textbf{Q:} And if the wall is moved?

\textbf{A:} Keep $l$ fixed and move the wall from $a$ to $a'>a$. The energy rises from $E$ to $E'$, since every function allowed behind $a'$ is also allowed behind $a$, and the old ground state does not vanish between $a$ and $a'$. For the ratio $g=u_{a'}/u_a$ on $r>a'$ the same steps give
\begin{equation}
(u_a^2g')'=-2(E'-E)\,u_au_{a'}<0 .
\end{equation}
So $u_a^2g'$ decreases towards its value zero at infinity and is positive before that. With $g=0$ between $a$ and $a'$, $g$ never decreases, and the argument of (\ref{mean}) applies again: a wall further out gives a larger lobe.

Let $R_l(a)$ be the mean radius of the lowest state of angular momentum $l$ behind a wall at $a$, and let $a_1,a_2$ be the orbitals' own walls. Then
\begin{equation}
\frac{R_{l_2}(a_2)}{R_{l_1}(a_1)}=
\underbrace{\frac{R_{l_2}(a_1)}{R_{l_1}(a_1)}}_{B}\;
\underbrace{\frac{R_{l_2}(a_2)}{R_{l_2}(a_1)}}_{G}. \label{split}
\end{equation}
The barrier factor $B$ exceeds 1. The wall factor $G$ is below 1 when the higher-$l$ orbital has its wall further in. The two results fix the direction of each influence; which one wins depends on the field.

\section{The bare Coulomb field}

\textbf{Q:} Does hydrogen already show the pattern?

\textbf{A:} Only part of it. For $V=-Z/r$ and $E=-Z^2/(2n^2)$, put $L=l(l+1)$, so that $u''=Qu$ with $Q=L/r^2-2Z/r+Z^2/n^2$. Multiply by $2r^2u'$ and integrate both sides by parts. The left side gives $-2\int ru'^2dr$, the right side $-\int(r^2Q)'u^2dr$, so
\begin{equation}
\int_0^\infty ru'^2\,dr=-Z+\frac{Z^2}{n^2}\langle r\rangle .
\end{equation}
Multiply instead by $ru$. Since $\int ruu''dr=-\int uu'dr-\int ru'^2dr$ and $\int uu'dr=0$,
\begin{equation}
\int_0^\infty ru'^2\,dr=-L\langle r^{-1}\rangle+2Z-\frac{Z^2}{n^2}\langle r\rangle .
\end{equation}
The derivative of the energy with respect to $Z$ is $-\langle r^{-1}\rangle=-Z/n^2$. Equating the two integrals and inserting this gives $2Z^2\langle r\rangle/n^2=3Z-LZ/n^2$, or
\begin{equation}
\langle r\rangle=\frac{3n^2-l(l+1)}{2Z}.
\end{equation}
For $Z=1$ the radii are 6 and 5 $a_0$ for 2s and 2p, and 13.5 and 12.5 $a_0$ for 3s and 3p. In both rows p is the smaller.

The split shows a difference between the rows all the same. The 2s wall is at 2 $a_0$ and 2p has none, which gives $G=0.679$. The 3s and 3p walls are at 7.10 and 6 $a_0$, and $G=0.892$. The gain from a wall further in is much weaker for 3p, but it still outweighs $B=1.039$. For 3p to exceed 3s, the field must differ from $-Z/r$.

\section{Screened fields}

\textbf{Q:} Then show me a field with a core.

\textbf{A:} Take a model with net outer charge 4. A core shell of $N$ electrons is a fixed cloud with radial density proportional to $r^{2n}e^{-2\zeta r}$, and $V$ is the electrostatic potential energy of one electron in the field of nucleus and clouds. Core A has 2 electrons ($n=1$, $\zeta=6$). Core B has 2 ($n=1$, $\zeta=14$) and 8 ($n=2$, $\zeta=5$), with $\zeta$ in $a_0^{-1}$. Exchange, core polarization and the repulsion among outer electrons are left out. A core orbital computed in $V$ feels the whole cloud, its own share included, so its radius is only approximate.

In field A the mean radii are 1.331 $a_0$ (70.5 pm) for 2s and 1.231 $a_0$ (65.2 pm) for 2p, a ratio of 0.925. The 2s wall is at 0.401 $a_0$. For the outer lobes,
\begin{align}
B&=\frac{1.683}{1.381}=1.219,\qquad
G=\frac{1.2315}{1.6831}=0.732,\nonumber\\
BG&=0.892 .
\end{align}
The full orbitals have a slightly different ratio because 2s also has an inner lobe. If 2p had to respect the wall of 2s, its lobe would be 22\% larger than that of 2s. In field A the absence of the wall more than removes this excess. Fields A and B hold one electron outside a core of charge $+4$, so they resemble ions, not neutral atoms. In a neutral atom the repulsion among the outer electrons, left out here, can still make 2p the larger of the two: in a self-consistent local-exchange field with a $-1/r$ tail, the p-to-s ratio is 1.25 for the $n=2$ shell of C and 1.45 for the $n=3$ shell of Si, with $G=0.53$ and 0.99.

In field B the radii are 2.030 $a_0$ (107.4 pm) for 3s and 2.298 $a_0$ (121.6 pm) for 3p, a ratio of 1.132. Now
\begin{align}
B&=\frac{2.345}{2.134}=1.099,\qquad
G=\frac{2.434}{2.345}=1.038,\nonumber\\
BG&=1.141 .
\end{align}

\textbf{Q:} $G$ is above 1, so 3p gains nothing from its wall?

\textbf{A:} It loses a little. Its wall is at 0.868 $a_0$, slightly outside the 3s wall at 0.813 $a_0$. The core shells that 3s and 3p must avoid have nearly equal radii, 0.647 $a_0$ for 2s and 0.668 $a_0$ for 2p. So the compactness of 2p does not help 3p: the 2p shell fills the same region as 2s and excludes 3p from it about as strongly. With the walls nearly level, the barrier supplies most of the excess in this core; for a tighter $n=2$ cloud ($\zeta=7$) the 3p wall lies further out and $G=1.16$ exceeds $B=1.08$. That the 3p wall ends up just outside, whereas it is well inside in the Coulomb field, is a computed result for this core; a more diffuse $n=2$ cloud can put it slightly inside. I would guess that the deeper penetration of s electrons draws their nodes inward, but I have not derived that.

\section{The first d and f shells}

\textbf{Q:} Is 3d then as compact as 3s and 3p, and 4f as compact as 4d?

\textbf{A:} Not as a general rule. The extra barrier from p to d is $2/r^2$, twice that from s to p, and from d to f it is $3/r^2$. The missing wall helps to keep these shells compact compared with the next s and p shells.

For 3d, take a third model core, C, with 2, 8 and 8 electrons in $n=1,2,3$, $\zeta=22$, 9 and 3.5 $a_0^{-1}$, and again net charge 4. The radii are 1.234 $a_0$ for 3p, 1.753 $a_0$ for 3d and 2.829 $a_0$ for 4s. So 3d is 42\% larger than 3p, yet only 0.62 times the size of 4s. With the 3p wall at 0.398 $a_0$ imposed, 3d would grow to 2.295 $a_0$, so $G=0.764$.

For 4f a real atom serves: neutral Er, $4f^{12}6s^2$ outside filled shells, in a self-consistent spherical field with local exchange and an imposed $-1/r$ tail. Relativity, correlation and multiplet structure are omitted; relativity is not negligible at $Z=68$, so the radii are those of this model. It gives 0.787 $a_0$ (41.6 pm) for 4f, against 0.586 for 4d, 1.362 for 5s and 1.553 $a_0$ for 5p. The 4f shell is 34\% larger than 4d but only 0.58 times the size of 5s and 0.51 times that of 5p, although it is bound by just 0.27 hartree. This energy depends on the model: it is 0.23 hartree without the imposed tail, and with the Dirac equation it drops to 0.14 and 0.10 hartree for $j=5/2$ and $7/2$, while the 4f radius grows to about 0.83 and 0.85 $a_0$.

\textbf{Q:} What would a core f shell do to it?

\textbf{A:} As a stand-in, keep the Er field frozen and give 4f the wall of 4d, at 0.247 $a_0$. The mean radius jumps from 0.787 to 18.0 $a_0$, and the energy rises from $-0.266$ to $-0.0313$ hartree. These are the values for $n=4$, $l=3$ in a field $-1/r$: $(48-12)/2=18$ $a_0$ and $-1/32$ hartree. The electron has left the inner well and sits in the imposed Coulomb tail; without that tail no bound f state remains behind this wall. A real atom would readjust its field, so this measures how much the inner region matters, not the size of a real shell.

\textbf{Q:} Is there a control, a d shell that does have a core shell of its own kind?

\textbf{A:} In the same atom, 4d must avoid 3d. Going from 4p to 4d, the walls are at 0.277 and 0.247 $a_0$ and $G=0.892$. Going from 3p to 3d, where 3d has no wall, $G=0.664$. The strong gain appears where the core shell is missing.

\section{Where the rule stops}

\textbf{Q:} Does ``p larger than s from the third row on'' hold for every shell of a heavy atom?

\textbf{A:} No. In the nonrelativistic Er model the p-to-s ratios of $\langle r\rangle$ for $n=2,3,4,5$ are 0.85, 0.96, 1.02 and 1.14. In this model the deep 3p shell is smaller than 3s, as in the Coulomb field, where the ratio is 0.93. Relativity narrows the margin: with the Dirac equation and the same local exchange, 3p$_{1/2}$/3s is 0.95 and 3p$_{3/2}$/3s is 1.02, so the 3p shell as a whole is about as large as 3s, not clearly larger. The familiar rule concerns outer shells, for which the screening by the core is strong.

The wall picture also has a formal limit. It needs one local field for all orbitals of a given $l$, and the result $B>1$ needs the same field for both values of $l$. With the non-local exchange of Hartree--Fock theory, orthogonality still forces a sign change against a nodeless core orbital, but the outer lobe no longer obeys a closed equation of its own, and the split (\ref{split}) is then a guide instead of an identity. Within local fields, the energy of each outer lobe was tested against that of its full orbital and agreed to within 2 parts in $10^4$ of the orbital energy. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Coulomb field, nuclear charge 1
n=2: <r> 2s 6.0000, 2p 5.0000 a0, ratio 0.833
  walls 2s 2.0000, 2p 0.0000 a0; lobe <r> 6.2857, 5.0000 a0
  2p at 2s wall: <r> 7.3658 a0; B 1.172, G 0.679
n=3: <r> 3s 13.5000, 3p 12.5000 a0, ratio 0.926
  walls 3s 7.0981, 3p 6.0000 a0; lobe <r> 14.7473, 13.6716 a0
  3p at 3s wall: <r> 15.3296 a0; B 1.039, G 0.892
Model fields, net outer charge 4 e
  core A: n=1: 2 el., 6.0 /a0
  core B: n=1: 2 el., 14.0 /a0; n=2: 8 el., 5.0 /a0
  core C: n=1: 2 el., 22.0 /a0; n=2: 8 el., 9.0 /a0; n=3: 8 el., 3.5 /a0
A: <r> 2s 1.3314, 2p 1.2315 a0, ratio 0.925
  walls 2s 0.4012, 2p 0.0000 a0; lobe <r> 1.3808, 1.2315 a0
  2p at 2s wall: <r> 1.6831 a0; B 1.219, G 0.732
B: <r> 3s 2.0301, 3p 2.2979 a0, ratio 1.132
  walls 3s 0.8130, 3p 0.8684 a0; lobe <r> 2.1335, 2.4335 a0
  3p at 3s wall: <r> 2.3447 a0; B 1.099, G 1.038
  core shells in B: <r> 2s 0.6468, 2p 0.6681 a0
C: <r> 3p 1.2338, 3d 1.7529 a0, ratio 1.421
  walls 3p 0.3979, 3d 0.0000 a0; lobe <r> 1.2806, 1.7529 a0
  3d at 3p wall: <r> 2.2946 a0; B 1.792, G 0.764
  4s in C: <r> 2.8289 a0; 3d/4s 0.620
Er atom, nonrelativistic local exchange, <r> in a0
  1s 0.0223
  2s 0.0946, 2p 0.0802
  3s 0.2427, 3p 0.2324, 3d 0.2051
  4s 0.5464, 4p 0.5575, 4d 0.5862, 4f 0.7870
  5s 1.3621, 5p 1.5532
  6s 4.8530
Er: <r> 3p 0.2324, 3d 0.2051 a0, ratio 0.882
  walls 3p 0.0984, 3d 0.0000 a0; lobe <r> 0.2487, 0.2051 a0
  3d at 3p wall: <r> 0.3090 a0; B 1.243, G 0.664
Er: <r> 4p 0.5575, 4d 0.5862 a0, ratio 1.051
  walls 4p 0.2765, 4d 0.2470 a0; lobe <r> 0.5978, 0.6227 a0
  4d at 4p wall: <r> 0.6984 a0; B 1.168, G 0.892
Er: <r> 4d 0.5862, 4f 0.7870 a0, ratio 1.343
  walls 4d 0.2470, 4f 0.0000 a0; lobe <r> 0.6227, 0.7870 a0
  4f at 4d wall: <r> 17.9832 a0; B 28.881, G 0.044
  4f energy -0.2663 hartree; at 4d wall -0.0313 hartree
  4f/5s 0.578, 4f/5p 0.507
Main radii in pm: A 2s 70.5, 2p 65.2; B 3s 107.4, 3p 121.6
  C 3d 92.8; Er 4f 41.6
\end{verbatim}
